\section*{RPA correlation energy from a log-determinant with resolution of the identity}

\section{Charge fluctuations and their cost}

In the ground state of a molecule such as acetylene the mean electron density is constant in time, but the number of electrons found in a given region is uncertain: it fluctuates about its mean. The Coulomb repulsion changes how the fluctuations in different regions are correlated, and this lowers the energy below that of a single determinant. The random-phase approximation (RPA) obtains the lowering from the response of the density to its own electric field. Written in products of occupied and virtual orbitals, the problem has dimension $N_{\rm occ}N_{\rm virt}$, which grows as the square of the system size $N$. Dense diagonalization then costs $N^6$. Factorizing the Coulomb integrals and integrating numerically over frequency gives the same energy at cost $N^4$, up to a small factorization error and a quadrature error that falls as frequency points are added.

Hartree atomic units are used. The molecule is closed-shell, with real spatial orbitals $\phi$, occupied ($i,j$) or virtual ($a,b$), and positive gaps $D_{ia}=\varepsilon_a-\varepsilon_i$. The resolution of the identity (RI) writes the Coulomb integrals as $(ia|jb)\approx\sum_P B_{ia}^PB_{jb}^P$, with $P$ running over $N_{\rm aux}$ auxiliary functions. The claim is
\begin{equation}
E_c=\frac1{2\pi}\int_0^\infty\! d\omega\,\bigl[\ln\det(1+Q)-\mathrm{Tr}\,Q\bigr],
\label{main}
\end{equation}
\begin{equation}
Q_{PQ}(\omega)=\sum_{ia}B_{ia}^P\,g_{ia}(\omega)\,B_{ia}^Q,\qquad
g_{ia}(\omega)=\frac{4D_{ia}}{D_{ia}^2+\omega^2}.
\label{Q}
\end{equation}
This is direct RPA: the response contains the Hartree field but no exchange.

\section{Switching on the interaction}

Let $H_\lambda=T+V_\lambda+\lambda V_{ee}$, where the local potential $v_\lambda$ in $V_\lambda$ is chosen to keep the ground-state density $n$ independent of $\lambda$. We assume that such a potential exists and that the ground state $\Psi_\lambda$ is non-degenerate. At $\lambda=1$ the system is the real one; at $\lambda=0$ it is the Kohn--Sham determinant $\Phi$. Since $\Psi_\lambda$ is an eigenstate, only the explicit dependence of $H_\lambda$ contributes to
\begin{equation}
\frac{dE_\lambda}{d\lambda}=\int n\,\frac{\partial v_\lambda}{\partial\lambda}\,d\mathbf r+\langle V_{ee}\rangle_\lambda .
\end{equation}
Integrate from 0 to 1 and insert $E_0=\langle\Phi|T|\Phi\rangle+\int n v_0$. The terms in $v_0$ cancel, leaving $E_1=\langle\Phi|T+V_1|\Phi\rangle+\int_0^1\langle V_{ee}\rangle_\lambda d\lambda$. With the definition $E_c=E_1-\langle\Phi|H_1|\Phi\rangle$,
\begin{equation}
E_c=\int_0^1d\lambda\,\bigl[\langle V_{ee}\rangle_\lambda-\langle V_{ee}\rangle_0\bigr].
\end{equation}
Now $V_{ee}=\frac12\iint v(\mathbf r,\mathbf r')[\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)]$, where $v$ is the Coulomb interaction. The $\delta$ term and the product of mean densities do not depend on $\lambda$, so they drop out. With $\delta\hat n=\hat n-n$ and $S_\lambda(\mathbf r,\mathbf r')=\langle\delta\hat n(\mathbf r)\,\delta\hat n(\mathbf r')\rangle_\lambda$,
\begin{equation}
E_c=\tfrac12\int_0^1d\lambda\,\mathrm{Tr}\,v(S_\lambda-S_0).
\label{ac}
\end{equation}

\section{Fluctuations from response}

Apply a weak potential $u(\mathbf r)e^{\omega t}$, $\omega>0$, which corresponds to the imaginary frequency $i\omega$. With all eigenstates chosen real, let excited state $m$ have excitation energy $\Omega_m$, transition density $\rho_m(\mathbf r)=\langle\Psi_m|\hat n(\mathbf r)|\Psi_0\rangle$ and $u_m=\int u\rho_m$. Its first-order amplitude $c_me^{\omega t}$ obeys $i\omega c_m=\Omega_mc_m+u_m$, so $c_m=-u_m/(\Omega_m-i\omega)$. The density change is $\sum_m\rho_m(c_m+c_m^*)$ times $e^{\omega t}$, which gives
\begin{equation}
\chi(\mathbf r,\mathbf r';i\omega)=-\sum_{m\ne0}\frac{2\Omega_m}{\Omega_m^2+\omega^2}\,\rho_m(\mathbf r)\rho_m(\mathbf r').
\label{chi}
\end{equation}
Completeness of the states gives $S=\sum_{m\neq0}\rho_m\rho_m$. Since $\int_0^\infty 2\Omega\,d\omega/(\Omega^2+\omega^2)=\pi$, we have $S=-\frac1\pi\int_0^\infty\chi\,d\omega$, and (\ref{ac}) becomes
\begin{equation}
E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\,\mathrm{Tr}\,v(\chi_\lambda-\chi_0).
\label{acfd}
\end{equation}

No RPA has entered yet. A two-site Hubbard model with two electrons tests (\ref{acfd}). Symmetry fixes one electron per site at every $\lambda$, and $\hat n_\uparrow\hat n_\downarrow=\frac12(\hat n^2-\hat n)$ gives the interaction the form used above. For hopping $t$ and repulsion $U=4t$, the exact response gives $E_c=-0.82842712\,t$, and diagonalization gives the same digits.

\section{The random-phase approximation}

In RPA the electrons respond as independent particles to the applied potential plus the Hartree potential of the induced charge: $\delta n=\chi_0(u+\lambda v\,\delta n)$. Hence
\begin{equation}
\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda .
\label{dyson}
\end{equation}
The changes in exchange and correlation potentials are neglected; this is the physical approximation.

For $\chi_0$, the one-body operator $\hat n$ connects $\Phi$ to single excitations alone. Each has energy $D_{ia}$ and transition density $\phi_i\phi_a$, and each occurs for two spins. The factor 2 in the numerator of (\ref{chi}) and the factor 2 for spin give the 4 in $g_{ia}$:
\begin{equation}
\chi_0=-\sum_{ia}g_{ia}\,\phi_i\phi_a(\mathbf r)\,\phi_i\phi_a(\mathbf r')\equiv-RgR^T,
\end{equation}
where the columns of $R$ are the pair densities and $g$ is diagonal. Set $K=R^TvR$, so that $K_{ia,jb}=(ia|jb)$, and try $\chi_\lambda=-RX_\lambda R^T$. Equation (\ref{dyson}) becomes
\begin{equation}
-RX_\lambda R^T=-R\,(g-\lambda gKX_\lambda)\,R^T,
\end{equation}
which holds if $(1+\lambda gK)X_\lambda=g$. The inverse exists because $gK$ has the eigenvalues of $g^{1/2}Kg^{1/2}$, none of them negative. Cyclic invariance of the trace gives $\mathrm{Tr}\,v\chi_\lambda=-\mathrm{Tr}\,KX_\lambda$.

\section{Factorizing the Coulomb integrals}

Fit each pair density by auxiliary functions, $\phi_i\phi_a\approx\sum_Pc_Pf_P$, minimizing the Coulomb self-energy of the residual. Setting the derivative with respect to $c_P$ to zero gives $\sum_QV_{PQ}c_Q=(P|ia)$, with $V_{PQ}=(P|Q)$. The Coulomb integral between two fitted densities is then
\begin{equation}
(ia|jb)\approx\sum_{PQ}(ia|P)(V^{-1})_{PQ}(Q|jb).
\end{equation}
Factor $V=LL^T$, so $V^{-1}=L^{-T}L^{-1}$, and define $B$ as the matrix $(ia|P)$ times $L^{-T}$. The right-hand side is then $BB^T$.

The residuals are Coulomb-orthogonal to all $f_P$, so $K-BB^T$ is the matrix of Coulomb integrals between residuals. It has no negative eigenvalue, because a charge density $\rho$ has self-energy proportional to $\int|\tilde\rho(\mathbf k)|^2/k^2\,d\mathbf k\ge0$.

\section{From pairs to auxiliary functions}

Replace $K$ by $BB^T$. With $Q=B^TgB$, multiplying out both sides verifies
\begin{equation}
(1+\lambda gBB^T)\,gB=gB\,(1+\lambda Q).
\end{equation}
Multiplying by the inverses from left and right gives $(1+\lambda gBB^T)^{-1}gB=gB(1+\lambda Q)^{-1}$. Therefore
\begin{equation}
\mathrm{Tr}\,KX_\lambda=\mathrm{Tr}\,B^T(1+\lambda gBB^T)^{-1}gB=\mathrm{Tr}\,Q(1+\lambda Q)^{-1}.
\end{equation}
Let $q_k\ge0$ be the eigenvalues of $Q$. The coupling integral is
\begin{equation}
\int_0^1\!d\lambda\,\mathrm{Tr}\,\frac{Q}{1+\lambda Q}=\sum_k\int_0^1\frac{q_k\,d\lambda}{1+\lambda q_k}=\sum_k\ln(1+q_k)=\ln\det(1+Q).
\end{equation}
At $\lambda=0$ the trace is $\mathrm{Tr}\,Q$. Thus (\ref{acfd}) equals $-\frac1{2\pi}\int d\omega\,[-\ln\det(1+Q)+\mathrm{Tr}\,Q]$, which is (\ref{main}).

\section{Sign, RI error and high frequencies}

The function $f(q)=\ln(1+q)-q$ has $f(0)=0$ and $f'(q)=-q/(1+q)$, so it is negative and decreasing for $q>0$. Hence $E_c<0$. The spin-resolved form of the theory, with 2 in place of 4 and pairs counted separately for each spin, gives a negative value even for one electron, where the true correlation energy vanishes: without exchange in the response, an electron reacts to its own field.

The nonzero $q_k$ are also the nonzero eigenvalues of $g^{1/2}BB^Tg^{1/2}$. Since $K-BB^T$ is positive semidefinite, no ordered eigenvalue exceeds its counterpart for the full $K$. Because $f$ decreases, Coulomb-metric RI at fixed orbitals can only make the direct-RPA $E_c$ less negative.

For $\omega$ far above all gaps, $Q\approx4B^TDB/\omega^2$ and $f(q)\approx-q^2/2$. The integrand tends to $-8\,\mathrm{Tr}[(B^TDB)^2]/\omega^4$, so the integral converges at its upper end.

\section{Doing the frequency integral analytically}

Equation (\ref{main}) can be checked against excitation energies. The matrices $B^TgB$ and $gBB^T$ share their nonzero eigenvalues, so $\det(1+Q)=\det(1+gK)$ with $K=BB^T$. Moving one diagonal factor $D^{1/2}$ cyclically,
\begin{equation}
\det(1+Q)=\det\Bigl[1+\frac{1}{D^2+\omega^2}\,4D^{1/2}KD^{1/2}\Bigr]=\frac{\det(\omega^2+M)}{\det(\omega^2+D^2)},
\label{ratio}
\end{equation}
where $M=D^2+4D^{1/2}KD^{1/2}$ has eigenvalues $\Omega_k^2$. The integral $I(a)=\int_0^\infty\ln\frac{\omega^2+a^2}{\omega^2+b^2}\,d\omega$ has $I(b)=0$ and $I'(a)=\int_0^\infty\frac{2a\,d\omega}{\omega^2+a^2}=\pi$, so $I=\pi(a-b)$. Also $\int_0^\infty g_{ia}\,d\omega=2\pi$, so $\int_0^\infty\mathrm{Tr}\,Q\,d\omega=2\pi\,\mathrm{Tr}\,K$. Together,
\begin{equation}
E_c=\tfrac12\sum_k\Omega_k-\tfrac12\sum_{ia}D_{ia}-\mathrm{Tr}\,K .
\label{plasmon}
\end{equation}
This is the change in zero-point energy of the density oscillators, less its first-order part.

For a single pair, $E_c=\frac12[\sqrt{D^2+4DK}-D]-K$. If $K\ll D$, the root is $D+2K-2K^2/D+\dots$ and $E_c\approx-K^2/D$. If $D\to0$ at fixed $K$, $E_c\to-K$ stays finite while the second-order value diverges. At $D=0$ itself the occupations are ambiguous and $Q(0)$ is undefined, so the closed-shell formula no longer applies.

For many pairs, the second-order part of (\ref{main}) is $-\frac1{4\pi}\int\mathrm{Tr}\,Q^2d\omega$. Using
\begin{equation}
\int_0^\infty\frac{d\omega}{(D^2+\omega^2)(D'^2+\omega^2)}=\frac{\pi}{2DD'(D+D')},
\end{equation}
and the product $16DD'$ from the two factors $g$, we get
\begin{equation}
E_c^{(2)}=-\frac{16}{4\pi}\,\frac{\pi}{2}\sum_{ia,jb}\frac{K_{ia,jb}^2}{D_{ia}+D_{jb}}=-2\sum_{ia,jb}\frac{(ia|jb)^2}{D_{ia}+D_{jb}},
\end{equation}
which has the form of the direct term of second-order perturbation theory (MP2). MP2 proper uses Hartree--Fock orbitals and gaps; here they are the Kohn--Sham ones.

\section{Quartic cost and the Cholesky factor}

For each frequency, scale the rows of $B$ by $g_{ia}$ and multiply by $B^T$. This takes about $N_{\rm aux}^2N_{\rm occ}N_{\rm virt}$ multiplications, hence $N^4$. Transforming the three-index integrals to orbitals one index at a time, and applying $L^{-T}$, are also quartic. The order of multiplication matters: forming $BB^T$ in pair space would cost $(N_{\rm occ}N_{\rm virt})^2N_{\rm aux}\sim N^5$. The total stays quartic if the number of frequencies does not grow with the system, as for a fixed range of gaps and fixed relative accuracy.

Since all gaps are positive, $1+Q$ is symmetric with eigenvalues at least 1. It therefore has a Cholesky factorization $1+Q=\Lambda\Lambda^T$ with $\Lambda$ lower triangular and positive on its diagonal. The determinant of a triangular matrix is the product of its diagonal, so
\begin{equation}
\ln\det(1+Q)=2\sum_P\ln\Lambda_{PP},
\end{equation}
at cost $N_{\rm aux}^3$ and without eigenvectors.

Doubling all dimensions of random test matrices gave measured time exponents of 3.76 for $Q$ and 2.95 for Cholesky, against the operation counts 4 and 3. One doubling does not establish an asymptotic law; size-dependent processor efficiency may explain the differences.

\section{Choosing frequencies}

Substitute $\omega=\omega_0(1+x)/(1-x)$, $d\omega=2\omega_0\,dx/(1-x)^2$, and use Gauss--Legendre points on $-1<x<1$. By (\ref{ratio}) the integrand is singular only at imaginary $\omega=\pm is$, with $s$ between the smallest and largest of the $D_{ia}$ and $\Omega_k$. There $x=(is-\omega_0)/(is+\omega_0)$ has modulus 1 and real part $(s^2-\omega_0^2)/(s^2+\omega_0^2)$. The singularities thus lie on the unit circle, away from the interval, and Gauss quadrature of such an analytic function converges geometrically. The choice $\omega_0=\sqrt{D_{\min}D_{\max}}$ places the images of $D_{\min}$ and $D_{\max}$ symmetrically about $x=0$. As $D_{\min}\to0$ at fixed $D_{\max}$, this choice sends singularities toward both ends, $x=-1$ and $x=1$, and more points are needed.

\section{Acetylene}

The example is linear C$_2$H$_2$ with chosen bond lengths of 1.20~\AA\ (C--C) and 1.06~\AA\ (C--H), PBE orbitals, the cc-pVDZ basis and its RI auxiliary basis. All electrons are correlated. There are $7\times31=217$ pairs and 140 auxiliary functions. One $Q$ takes about $140^2\times217\approx4.3\times10^6$ multiplications, while $217^3\approx1.0\times10^7$. Ten frequencies raise the first number to $4.3\times10^7$, so these counts show no advantage for a molecule this small. Doubling the system, however, multiplies the first number by 16 and the second by 64.

The gaps run from 0.263 to 13.205 hartree, so $\omega_0=\sqrt{0.26257\times13.2047}=1.862$ hartree. The integrand is concentrated at low frequency:
\begin{center}
\begin{tabular}{rrrr}
$\omega$ (hartree) & $\mathrm{Tr}\,Q$ & $\ln\det(1+Q)$ & difference\\
0.0 & 16.110 & 11.515 & $-4.595$\\
1.0 & 6.344 & 5.683 & $-0.661$\\
5.0 & 0.877 & 0.865 & $-0.012$
\end{tabular}
\end{center}
The largest eigenvalue of $Q(0)$ is 3.931. It alone contributes $\ln4.931-3.931\approx-2.34$, about half of the integrand at $\omega=0$. Since it exceeds 1, the power series of $\ln(1+q)$ diverges there. Its second-order term would be $-3.931^2/2=-7.73$. Over all frequencies the direct second-order term with PBE orbitals is $-0.7030$ hartree, 1.70 times the RPA value of $-0.4131$ hartree: the higher orders remove much of the second-order energy. The ratio depends on the orbitals and the basis. Hartree--Fock orbitals give $-0.394$ and $-0.288$ hartree, a ratio of 1.36, and PBE orbitals in cc-pVTZ give a ratio of 1.57.

Relative to the RPA eigenvalues with the same RI integrals, the quadrature error is $9.0\times10^{-4}$ hartree with 5 points, $1.8\times10^{-5}$ with 10 and $5.4\times10^{-10}$ with 20. The eigenvalues come from the spin-orbital RPA matrix, in which no spin factor has been summed beforehand, so the agreement also tests the 4 in (\ref{Q}). Four-index integrals give $-0.413294$ hartree against $-0.413098$ with RI. The RI error is $+0.197$ millihartree, or 0.05\% of $E_c$, with the sign derived above. Ten points already make the quadrature error smaller than this.

The total energy adds the Hartree--Fock expression evaluated with the PBE orbitals:
\begin{equation}
E=-76.8137-0.4131=-77.2268\ \text{hartree},
\end{equation}
where $E_c$ corresponds to $-11.24$ eV. These values belong to this model. The orbital basis is small, neither basis is designed for core correlation, the PBE density replaces the exact one, and exchange is missing from the response. The basis effects are large. In cc-pVTZ, $E_c$ moves by 0.142 to $-0.556$ hartree, the total to $-77.390$, the gaps to 0.258--25.8 hartree and the largest eigenvalue of $Q(0)$ to 3.921. In cc-pVDZ the core electrons contribute only 0.007 hartree to $E_c$, while adding core-valence functions on carbon (cc-pCVDZ) moves $E_c$ to $-0.546$ and the largest gap to 33.5 hartree. In cc-pVDZ itself, CCSD(T) gives a total energy of $-77.113$ hartree, 0.114 above the RPA value. The small RI and quadrature errors say nothing about the size of those omissions. Further digits and the remaining checks are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Hubbard dimer: t = 1.0, U = 4.0 (units of t)
  E_c from exact response integral = -0.82842712 t
  E_c from exact diagonalization   = -0.82842712 t
C2H2 bond lengths: C-C 1.20, C-H 1.06 angstrom
occupied 7, virtual 31, pairs 217, auxiliary 140
smallest gap D_min = 0.26257 hartree
largest gap D_max  = 13.20470 hartree
grid scale w_0     = 1.86203 hartree
largest eigenvalue of Q(0) = 3.93108
ln det(1+Q(0)): Cholesky            = 11.51453677
ln det(1+Q(0)): coupling integral   = 11.51453677
w (hartree), Tr Q, ln det(1+Q), difference ln det - Tr:
    0.0   16.109536   11.514537    -4.594999
    0.5   10.053101    8.361410    -1.691692
    1.0    6.344136    5.683364    -0.660772
    2.0    3.121952    2.967337    -0.154615
    5.0    0.876741    0.865199    -0.011542
   20.0    0.096356    0.096160    -0.000196
frequency points, E_c (hartree), |error| against eigenvalues (hartree):
    5  -0.413998607  9.0e-04
   10  -0.413115748  1.8e-05
   20  -0.413097597  5.4e-10
   40  -0.413097597  1.9e-12
E_c from RPA eigenvalues, RI integrals = -0.413097597 hartree
E_c with four-index integrals, no RI   = -0.413294107 hartree
RI error in E_c = 0.1965 millihartree
smallest eigenvalue of K_full - K_ri = -2.2e-17 hartree
largest eigenvalue of K_full - K_ri  = 7.3e-04 hartree
second-order part, frequency integral = -0.702960970 hartree
direct MP2 sum over pairs             = -0.702960970 hartree
w^4 x integrand at w = 300 hartree: -48.360 hartree^4
predicted tail coefficient:          -48.474 hartree^4
measured cost exponent, Q build  = 3.76
measured cost exponent, Cholesky = 2.95
Hartree-Fock expression, PBE orbitals = -76.813702 hartree
RPA correlation energy = -0.413098 hartree = -11.2410 eV
total RPA energy       = -77.226800 hartree
\end{verbatim}
